# Ground-pair splitting of a spin 2 with easy-axis and rhombic anisotropy

## Problem

A magnetic atom has spin $S=2$ and the anisotropy Hamiltonian

$$H=DS_z^2+E(S_x^2-S_y^2),\qquad D<0 .$$

The spin operators are dimensionless (angular momentum divided by $\hbar$), and $D$ and $E$ are real energies. States $|m\rangle$ satisfy $S_z|m\rangle=m|m\rangle$.

1. Find all five levels.
2. Show that for small $E$ the lowest two are separated by approximately $3E^2/|D|$. Find the error of this approximation and the range of $E$ in which the exact expression gives the lowest gap.
3. Recover the result from perturbation theory and identify the process behind it.
4. Find the states of the lowest pair, their magnetic moments, and the effect of a field $B$ along $z$.
5. The spin is prepared in $|2\rangle$ at zero field. When, and with what probability, is it found in $|-2\rangle$?
6. Evaluate the results for $D=-1.5$ meV, $E=0.3$ meV, $g=2$ and temperature 0.5 K, rough values for an iron atom on copper nitride. Estimate the effect of fourth-order anisotropy and of exchange with the substrate electrons.

## Solution

### 1. The five levels

With $S_\pm=S_x\pm iS_y$,

$$S_\pm^2=S_x^2-S_y^2\pm i(S_xS_y+S_yS_x).$$

The last terms cancel in the sum, so

$$S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2).$$

The rhombic term therefore changes $m$ by $\pm2$, and the states with $m=2,0,-2$ separate from those with $m=1,-1$.

For $S=2$, $S_+|m\rangle=\sqrt{6-m(m+1)}\,|m+1\rangle$. The four factors, starting from $m=-2$, are $2,\sqrt6,\sqrt6,2$. Hence

$$S_+^2|0\rangle=2\sqrt6\,|2\rangle,\quad S_+^2|-2\rangle=2\sqrt6\,|0\rangle,\quad S_+^2|-1\rangle=6|1\rangle .$$

Multiplication by $E/2$ gives

$$\langle\pm2|H|0\rangle=\sqrt6\,E,\qquad \langle1|H|-1\rangle=3E .$$

The diagonal elements are $4D$ for $m=\pm2$, $D$ for $m=\pm1$, and zero for $m=0$.

In the odd block both diagonal elements are $D$ and the coupling is $3E$. The sum and difference of $|1\rangle$ and $|-1\rangle$ are eigenstates, with energies $D+3E$ and $D-3E$.

In the even block define

$$|s\rangle=\frac{|2\rangle+|-2\rangle}{\sqrt2},\qquad |a\rangle=\frac{|2\rangle-|-2\rangle}{\sqrt2}.$$

The couplings of the two parts of $|a\rangle$ to $|0\rangle$ cancel, so $|a\rangle$ is an eigenstate with energy $4D$. For $|s\rangle$ they add:

$$\langle0|H|s\rangle=\frac{2\sqrt6\,E}{\sqrt2}=2\sqrt3\,E .$$

In the basis $|s\rangle,|0\rangle$ the remaining matrix is

$$\begin{pmatrix}4D&2\sqrt3E\\2\sqrt3E&0\end{pmatrix}.$$

Its eigenvalues $W$ obey $W(W-4D)=12E^2$, or $W^2-4DW-12E^2=0$, so

$$W=2D\pm\sqrt{4D^2+12E^2}=2D\pm2R,\qquad R=\sqrt{D^2+3E^2}.$$

The five levels are thus

$$2D-2R,\quad 4D,\quad D-3|E|,\quad D+3|E|,\quad 2D+2R .$$

### 2. The lowest gap

Write $D=-|D|$ and take $E\ne0$. Since $R>|D|$, the level $-2|D|-2R$ lies below $-4|D|$. It also lies below $-|D|-3|E|$, because $2R>2\sqrt3|E|>3|E|$. It is therefore the ground level for every nonzero $E$.

The next level is $4D$ if

$$-4|D|<-|D|-3|E|,\qquad\text{that is}\qquad |E|<|D| .$$

The two remaining levels are higher. Under this condition the lowest gap is

$$\Delta=4D-(2D-2R)=2(R-|D|).$$

Multiplying and dividing by $R+|D|$, and using $R^2-D^2=3E^2$, gives

$$\Delta=\frac{6E^2}{R+|D|}.$$

For $|E|\ll|D|$ the denominator tends to $2|D|$, and

$$\boxed{\Delta\simeq\frac{3E^2}{|D|}}$$

The next term follows from $\sqrt{1+u}=1+u/2-u^2/8+\dots$ with $u=3E^2/D^2$:

$$\Delta=2|D|\left(\frac{3E^2}{2D^2}-\frac{9E^4}{8D^4}+\dots\right)=\frac{3E^2}{|D|}-\frac{9E^4}{4|D|^3}+\dots$$

The error can also be found without a series. From the rationalized form,

$$\frac{3E^2/|D|}{\Delta}=\frac{R+|D|}{2|D|}=1+\frac{R-|D|}{2|D|}=1+\frac{\Delta}{4|D|}.$$

The approximation is too large, by the fraction $\Delta/(4|D|)$ of the exact splitting. Some values are:

| $E/\lvert D\rvert$ | $\Delta/\lvert D\rvert$ | $3E^2/D^2$ | excess |
|---|---|---|---|
| 0.05 | 0.00749 | 0.00750 | 0.19% |
| 0.10 | 0.02978 | 0.03000 | 0.74% |
| 0.20 | 0.11660 | 0.12000 | 2.92% |
| 1/3 | 0.30940 | 0.33333 | 7.74% |

The last row is the limit of the usual choice of axes. The coefficients of $S_x^2,S_y^2,S_z^2$ are $E,-E,D$, with mean $D/3$. If $z$ is the axis whose coefficient departs most from the mean, then $|\pm E-D/3|\le2|D|/3$, which requires $|E|\le|D|/3$. With this choice the condition $|E|<|D|$ is met. At $|E|=|D|$ the level $D-3|E|$ crosses $4D$. Beyond that point $\Delta$ still separates the same two states, but it is no longer the lowest gap.

### 3. The process behind the splitting

At $E=0$ the states $|2\rangle$ and $|-2\rangle$ are degenerate at $4D$. The rhombic term has no matrix element between them, because $m$ differs by 4. In second order both couple to $|0\rangle$, whose energy is zero. For $i,j=\pm2$ the effective matrix elements are

$$\frac{\langle i|H|0\rangle\langle0|H|j\rangle}{4D-0}=\frac{6E^2}{4D}=-\frac{3E^2}{2|D|}.$$

All four elements, diagonal and off-diagonal, have this value. Acting on $|s\rangle$ they add to $-3E^2/|D|$; acting on $|a\rangle$ they cancel. The symmetric state moves down by $3E^2/|D|$ while the antisymmetric state stays at $4D$, which reproduces the splitting.

The spin thus passes between its two orientations through the virtual state $|0\rangle$, which lies $4|D|$ higher. If $|0\rangle$ is deleted from the matrix, at $E/|D|=0.2$, the numerical splitting is zero. By contrast, $|1\rangle$ and $|-1\rangle$ are joined directly, so their splitting $6|E|$ is of first order.

A half-integer spin behaves differently under the same form of $H$. For $S=3/2$ the states $m=3/2$ and $m=-3/2$ differ by 3, and steps of 2 cannot connect them. The blocks $\{3/2,-1/2\}$ and $\{-3/2,1/2\}$ are mirror images with equal matrix elements. Their levels coincide, and the ground pair remains degenerate at zero field.

### 4. States, moments and a field along $z$

Write the ground state as

$$|g\rangle=\cos\theta\,|s\rangle-\sin\theta\,|0\rangle .$$

Its energy is

$$4D\cos^2\theta-4\sqrt3E\sin\theta\cos\theta=-2|D|-2\left(|D|\cos2\theta+\sqrt3E\sin2\theta\right).$$

The bracket is the scalar product of the vector $(|D|,\sqrt3E)$, of length $R$, with a unit vector. It is largest when the two are parallel:

$$\tan2\theta=\frac{\sqrt3E}{|D|},\qquad -\frac{\pi}{2}<2\theta<\frac{\pi}{2}.$$

The minimum energy is then $-2|D|-2R$, as required. Changing the sign of $E$ changes the sign of $\theta$ but not the levels. The upper member of the pair is $|a\rangle$.

From $S_z|s\rangle=2|a\rangle$, $S_z|a\rangle=2|s\rangle$ and $S_z|0\rangle=0$,

$$\langle g|S_z|g\rangle=\langle a|S_z|a\rangle=0,\qquad \langle g|S_z|a\rangle=2\cos\theta .$$

The mean values of $S_x$ and $S_y$ also vanish, since these operators change $m$ by one and both states contain only even $m$. Neither state has a mean moment at zero field.

A field along $z$ adds $g\mu_BBS_z$, where $\mu_B=|e|\hbar/(2mc)$ in Gaussian units and $m$ is here the electron mass. Within the pair, with energies measured from the ground level, the Hamiltonian is

$$\begin{pmatrix}0&b\\b&\Delta\end{pmatrix},\qquad b=2g\mu_BB\cos\theta .$$

Its eigenvalues are $\Delta/2\pm\sqrt{\Delta^2/4+b^2}$, and the gap becomes

$$\Delta_B=\sqrt{\Delta^2+4b^2}=\sqrt{\Delta^2+(4g\mu_BB\cos\theta)^2}.$$

This omits the coupling of $|a\rangle$ to the top level, whose matrix element is $2g\mu_BB\sin\theta$. The omission is justified when that element is much smaller than the distance to the top level, about $4|D|$. The formula describes the splitting of this pair. For small $E$ it is the lowest gap only up to about $g\mu_BB=|D|$, where a level with odd $m$ crosses the upper member of the pair. The two terms in the root are equal at

$$B_*=\frac{\Delta}{4g\mu_B\cos\theta}.$$

Well below $B_*$ the eigenstates are nearly equal mixtures of the two orientations. Well above it, while the two-state description still holds, each is mainly one orientation. The field-induced moment has size $|\langle S_z\rangle|=2\cos\theta\cdot 2|b|/\Delta_B$, with opposite signs in the two states: it grows linearly from zero field, reaches $1/\sqrt2$ of its limit $2\cos\theta$ at $B_*$, and saturates well above it.

### 5. Reversal in the isolated model

The top state is $|t\rangle=\sin\theta|s\rangle+\cos\theta|0\rangle$, so $|s\rangle=\cos\theta|g\rangle+\sin\theta|t\rangle$. Since $|\pm2\rangle=(|s\rangle\pm|a\rangle)/\sqrt2$, the amplitude for reaching $|-2\rangle$ from $|2\rangle$ after a time $\tau$ is

$$A=\tfrac12\left(\cos^2\theta\,e^{-iW_g\tau/\hbar}+\sin^2\theta\,e^{-iW_t\tau/\hbar}-e^{-iW_a\tau/\hbar}\right).$$

Choose

$$\tau=\frac{\pi\hbar}{\Delta}=\frac{h}{2\Delta}.$$

Then $W_a-W_g=\Delta$ gives $e^{-iW_a\tau/\hbar}=-e^{-iW_g\tau/\hbar}$, and

$$|A|=\tfrac12\left|1+\cos^2\theta+\sin^2\theta\,e^{-i\phi}\right|,\qquad \phi=\frac{4R\tau}{\hbar}.$$

The least value occurs when $e^{-i\phi}=-1$, where $|A|=\frac12(1+\cos^2\theta-\sin^2\theta)=\cos^2\theta$. Therefore

$$\cos^4\theta\le|A|^2\le1 .$$

For small $E/|D|$ the angle is small and reversal is nearly complete. A bit stored as $|2\rangle$ or $|-2\rangle$ would not persist at zero field in this isolated model.

### 6. Numbers and neglected effects

Here $E/|D|=0.20$ and

$$R=\sqrt{1.5^2+3(0.3)^2}=\sqrt{2.52}=1.5875\ \text{meV}.$$

The levels are $-6.175$, $-6.000$, $-2.400$, $-0.600$ and $0.175$ meV. The splitting is

$$\Delta=2(1.58745-1.5)=0.1749\ \text{meV},$$

which corresponds to 42.3 GHz. Diagonalization of the full $5\times5$ matrix gives the same value. The approximation gives $3(0.3)^2/1.5=0.180$ meV, an excess of 2.9% over the exact splitting; the two-term series gives 0.1746 meV.

The mixing angle is $9.55^\circ$, and the ground state has a weight of 2.8% in $|0\rangle$. The matrix element of $S_z$ within the pair is 1.97, close to 2. The field $B_*$ is 0.383 T. There the two-state formula predicts $\sqrt2\times0.1749=0.2473$ meV, in agreement with the full matrix. A residual field of 10 mT along $z$ changes the gap only from 0.17490 to 0.17496 meV.

The reversal time is half the period of 42.29 GHz, or 11.8 ps. The isolated model then gives a probability of 0.9885 for $|-2\rangle$, above the lower bound 0.946. The phase $\phi$ adds a fast ripple of period $h/(4R)=0.65$ ps, so this instant is not the maximum: the probability reaches 0.9998 at 11.72 ps.

**Temperature.** At 0.5 K, $kT=0.0431$ meV and $\Delta/kT=4.06$. The upper member of the pair has a thermal population of 1.7%. The next level is 3.6 meV higher still, and the population above the pair is negligible.

**Fourth-order anisotropy.** The twofold symmetry of the model about $z$ permits several fourth-order terms. As an example, consider only

$$H_4=\frac C2(S_+^4+S_-^4).$$

The product of the four ladder factors is $2\cdot\sqrt6\cdot\sqrt6\cdot2=24$, so $H_4$ joins $|2\rangle$ and $|-2\rangle$ directly with element $12C$. It shifts $|s\rangle$ by $12C$ and $|a\rangle$ by $-12C$. To first order the ground level therefore moves by $12C\cos^2\theta$, and

$$\delta\Delta=-12C(1+\cos^2\theta).$$

For an assumed $C=1$ µeV this is $-12(1.972)=-23.7$ µeV. The full matrix gives a splitting of 0.151 meV, lower by 13.5%; with $C=-1$ µeV it gives 0.199 meV. For this term, a coefficient smaller than a thousandth of $|D|$ thus matters more than the error of the small-$E$ formula; the other fourth-order terms do not join $|2\rangle$ and $|-2\rangle$ directly and act more weakly. The reason is that $C$ acts in first order and with a large factor: the change is nearly $24C$ in size, or 24 µeV, against an error of 5 µeV in the small-$E$ formula.

**Substrate electrons.** Let the atom interact with electron spins $\mathbf s=\boldsymbol\sigma/2$ through $J\mathbf S\cdot\mathbf s$, and let $\rho$ be the electron density of states per spin direction, taken as constant. With $M_i=\langle g|S_i|a\rangle$, the golden rule for the decay $a\to g$ reads

$$\Gamma=\frac{2\pi}{\hbar}(J\rho)^2\sum_{\sigma\sigma'}\Big|\sum_iM_i\langle\sigma'|s_i|\sigma\rangle\Big|^2\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\Delta)].$$

Because $\mathrm{Tr}(s_is_j)=\delta_{ij}/2$, the spin sum is $\frac12\sum_i|M_i|^2$. For the integral, write $f'=f(\varepsilon+\Delta)$. The Fermi function satisfies $f'(1-f)=e^{-\Delta/kT}f(1-f')$, so

$$f-f'=f(1-f')-f'(1-f)=f(1-f')(1-e^{-\Delta/kT}).$$

Since $\int(f-f')\,d\varepsilon=\Delta$, the integral equals $\Delta/(1-e^{-\Delta/kT})$. Only $M_z=2\cos\theta$ is nonzero, and

$$\hbar\Gamma=\pi(J\rho)^2\,\frac{4\cos^2\theta\;\Delta}{1-e^{-\Delta/kT}}.$$

For an assumed $J\rho=0.1$ this is 0.022 meV, or 12% of $\Delta$. The lifetime of the upper state is 30 ps, only about 2.6 times the reversal time. The coherence between the two states decays at roughly half the relaxation rate, so the first reversal is reduced but still likely, while the repeated oscillation between the two orientations is largely damped within about five periods. At fixed $\Delta$ and temperature the width grows as $(J\rho)^2$. The estimate requires weak coupling, with $J\rho$ read as the effective coupling at meV energies. Exchange also shifts the levels in second order. The part that depends on the band width rescales $D$ and $E$ by a common factor and is included in their effective values, but the part that depends on the level spacings is not. The coupling within the pair alone lowers $\Delta$ by a fraction of about $(J\rho)^2\,4\cos^2\theta\,\ln(4\ \text{meV}/\Delta)\approx12\%$; with all five levels included, and $D$ and $E$ refitted to the second, third and fourth levels, the splitting lies about 16% below the formula.

**Relation to the real atom.** The chosen $D$, $E$ and $g$ are rough but representative for iron on copper nitride, and 0.5 K is within reach of low-temperature scanning tunnelling microscopes. The values of $C$ and $J\rho$ are assumptions made for sizing. A real surface atom is neither isolated nor required to have purely second-order anisotropy. With the assumed values, the fourth-order term shifts the splitting by about 14%, while exchange lowers it by a similar fraction and broadens the upper state by about 12% of the splitting. A splitting near 0.17 meV is thus the result of this model with rough parameters; the further digits serve to compare formulas, not to describe the atom. The numerical output lists the main values used here.

## Table of computed values

```
D = -1.50 meV, E = 0.30 meV, E/|D| = 0.20
g = 2.0, temperature = 0.50 K
level 1: -6.1749 meV
level 2: -6.0000 meV
level 3: -2.4000 meV
level 4: -0.6000 meV
level 5: 0.1749 meV
splitting, diagonalization: 0.17490 meV
splitting, closed formula: 0.17490 meV
splitting, 3E^2/|D|: 0.18000 meV
splitting, two terms of series: 0.17460 meV
excess of 3E^2/|D| over exact: 2.92 %
splitting as frequency: 42.29 GHz
gap from level 2 to level 3: 3.6000 meV
E/|D| = 0.0500: exact/|D| = 0.007486, 3(E/D)^2 = 0.007500, excess = 0.19 %
E/|D| = 0.1000: exact/|D| = 0.029778, 3(E/D)^2 = 0.030000, excess = 0.74 %
E/|D| = 0.2000: exact/|D| = 0.116601, 3(E/D)^2 = 0.120000, excess = 2.92 %
E/|D| = 0.3333: exact/|D| = 0.309401, 3(E/D)^2 = 0.333333, excess = 7.74 %
fitted E^4/|D|^3 coefficient at E/|D| = 0.02: -2.2487
splitting/|D| without m = 0, E/|D| = 0.2: 0.0e+00
mixing angle theta: 9.553 degrees
weight of m = 0 in ground state: 0.02754
size of Sz element within pair: 1.9723
field whose Zeeman term equals splitting: 0.3830 T
full gap at that field: 0.24732 meV
full gap at 10 mT along z: 0.17496 meV
reversal time h/(2 Delta): 11.823 ps
probability of m = -2 at that time: 0.9885
lower bound cos^4(theta): 0.9457
assumed fourth-order C: 1.00 micro-eV
splitting with +C: 0.15123 meV
splitting with -C: 0.19857 meV
change from +C: -13.53 %
assumed J*rho: 0.10
relaxation width: 0.02175 meV
width / splitting: 0.1243
upper-state lifetime: 30.26 ps
thermal energy kT: 0.04309 meV
population of level 2: 1.697 %
population above the pair: 8.77e-39
```
